\section*{Quantum metric of the flat band in a dimerized Lieb lattice}

\section*{The model}

A square lattice with lattice constant 1 has three orbitals per cell: a corner site $A$ at $(0,0)$ and edge sites $B$ at $(\tfrac12,0)$ and $C$ at $(0,\tfrac12)$. An electron hops between $A$ and each edge site of its own cell with amplitude $1+\delta$, and between $A$ and the edge sites at $(-\tfrac12,0)$ and $(0,-\tfrac12)$, which belong to neighbouring cells, with amplitude $1-\delta$. There are no other terms, spin is ignored, and energies are in units of the mean hopping. Take $0<|\delta|\le 1$.

Bloch sums carry the phase $e^{i\mathbf k\cdot\mathbf r}$ of the true orbital position $\mathbf r$, so a hop over a displacement $\mathbf d$ enters the Hamiltonian with the factor $e^{i\mathbf k\cdot\mathbf d}$. The metric of a band with normalized cell state $|u\rangle$ is
\begin{equation}
g_{ij}=\mathrm{Re}\,\langle\partial_i u|\,(1-|u\rangle\langle u|)\,|\partial_j u\rangle ,\qquad \partial_i=\partial/\partial k_i .
\end{equation}

\section*{Part (a)}

\emph{Question.} Find the bands, the flat-band state and the gap that separates the flat band from the others.

\emph{Answer.} The $A$--$B$ element of the Hamiltonian is
\begin{equation}
a=(1+\delta)e^{ik_x/2}+(1-\delta)e^{-ik_x/2}
=2\left[\cos\tfrac{k_x}{2}+i\delta\sin\tfrac{k_x}{2}\right],
\end{equation}
and the $A$--$C$ element $b$ is the same function of $k_y$. The eigenvalue equations are
\begin{equation}
\varepsilon\psi_A=a\psi_B+b\psi_C,\qquad \varepsilon\psi_B=a^*\psi_A,\qquad \varepsilon\psi_C=b^*\psi_A .
\end{equation}
If $\varepsilon\neq0$, inserting the last two in the first gives $\varepsilon^2=N$ with $N=|a|^2+|b|^2$. If $\varepsilon=0$, then $\psi_A=0$ and $a\psi_B+b\psi_C=0$. The bands are therefore $0,\pm\sqrt N$, and the flat-band state is
\begin{equation}
u=\frac{1}{\sqrt N}\,(0,\;b,\;-a).
\end{equation}
Define $X=|a|^2/4$ and $Y=|b|^2/4$. Then
\begin{equation}
X=\cos^2\tfrac{k_x}{2}+\delta^2\sin^2\tfrac{k_x}{2}
=\delta^2+(1-\delta^2)\cos^2\tfrac{k_x}{2},\qquad N=4(X+Y).
\end{equation}
Both $X$ and $Y$ are at least $\delta^2$, a value they reach together at $M=(\pi,\pi)$. There $N=8\delta^2$, so the gap is $2\sqrt2\,|\delta|$. At $\delta=0$ all three bands meet at $M$.

\section*{Part (b)}

\emph{Question.} Compute the metric tensor of the flat band and its trace.

\emph{Answer.} The state lives on $B$ and $C$. Write $u=v/\sqrt N$ with $v=(b,-a)$. Differentiating $1/\sqrt N$ gives a vector along $v$, which the projector $1-|u\rangle\langle u|$ removes. In this two-component space the projector selects the unit vector $n=(a^*,b^*)/\sqrt N$, since $\langle n|v\rangle=(ab-ba)/\sqrt N=0$. Hence
\begin{equation}
g_{ij}=\frac{\mathrm{Re}(D_i^*D_j)}{N^2},\qquad D_j=a\,\partial_jb-b\,\partial_ja .
\label{D}
\end{equation}
Because $a$ depends on $k_x$ alone and $b$ on $k_y$ alone, $D_x=-ba'$ and $D_y=ab'$, where a prime is the derivative with respect to the function's own argument. From $a'=-\sin\frac{k_x}{2}+i\delta\cos\frac{k_x}{2}$,
\begin{align}
|a'|^2&=\sin^2\tfrac{k_x}{2}+\delta^2\cos^2\tfrac{k_x}{2}=S-X,\qquad S=1+\delta^2,\\
a'^*a&=2\left(-\sin\tfrac{k_x}{2}-i\delta\cos\tfrac{k_x}{2}\right)\left(\cos\tfrac{k_x}{2}+i\delta\sin\tfrac{k_x}{2}\right)\nonumber\\
&=-(1-\delta^2)\sin k_x-2i\delta .
\end{align}
Likewise $b^*b'=-(1-\delta^2)\sin k_y+2i\delta$, the complex conjugate of $b'^*b$. The real part of the product $(a'^*a)(b^*b')$ is $(1-\delta^2)^2\sin k_x\sin k_y+4\delta^2$. With $N^2=16(X+Y)^2$,
\begin{align}
g_{xx}&=\frac{Y(S-X)}{4(X+Y)^2},\qquad g_{yy}=\frac{X(S-Y)}{4(X+Y)^2},\\
g_{xy}&=-\frac{(1-\delta^2)^2\sin k_x\sin k_y+4\delta^2}{16(X+Y)^2}.
\label{gxy}
\end{align}
Adding the diagonal elements gives
\begin{equation}
\mathrm{tr}\,g=\frac{S}{4(X+Y)}-\frac{XY}{2(X+Y)^2}.
\label{trace}
\end{equation}

\section*{Part (c)}

\emph{Question.} Show, without evaluating the full integral, that $I(\delta)=\int_{BZ}\mathrm{tr}\,g\,d^2k$ diverges logarithmically as $\delta\to0$. Which momenta are responsible?

\emph{Answer.} Since $4XY\le(X+Y)^2$, the second term of \eqref{trace} lies between $-1/8$ and 0. Its integral over the zone, of area $4\pi^2$, is at most $\pi^2/2$ in magnitude. A divergence must come from the first term.

Put $\mathbf k=M+\mathbf q$. The first term is $S/D$, with
\begin{equation}
D=4(X+Y)=8\delta^2+4(1-\delta^2)\left(\sin^2\tfrac{q_x}{2}+\sin^2\tfrac{q_y}{2}\right).
\end{equation}
Outside the disc $|\mathbf q|<1$, $D$ stays above a positive constant as $\delta\to0$, so that region contributes a bounded amount. Inside, compare $D$ with $D_0=q^2+8\delta^2$. Expanding the sines shows that $|D-D_0|$ is at most a constant times $q^4+\delta^2q^2$, while for small $\delta$ both $D$ and $D_0$ exceed a constant times $q^2+\delta^2$. Thus
\begin{equation}
\left|\frac{S}{D}-\frac1{D_0}\right|\le\frac{\delta^2}{D}+\frac{|D-D_0|}{DD_0}
\end{equation}
is bounded uniformly in $\delta$. What remains is
\begin{equation}
\int_{|\mathbf q|<1}\frac{d^2q}{q^2+8\delta^2}
=\pi\ln\left(1+\frac{1}{8\delta^2}\right)=2\pi\ln\frac1{|\delta|}+O(1).
\end{equation}
Therefore $I=2\pi\ln(1/|\delta|)+O(1)$. The logarithm is collected from $|\delta|\ll q\ll1$, where the metric falls as $1/q^2$ and each factor of ten in $q$ adds the same amount. The gap cuts this off at $q\sim|\delta|$. The peak itself, $1/(8\delta^2)$ high over an area of order $\delta^2$, adds only a finite amount.

The numbers show this division. When $\delta$ drops from $0.01$ to $0.001$, the integral over the disc rises from $22.407$ to $36.872$, by $14.465$, against $2\pi\ln10=14.468$. The rest of the zone gives $7.742$ and $7.745$. At $\delta=0.01$ the trace is $1250$ at $M$ and $303.0$ at $q=0.05$ in the direction sampled, where $1/(q^2+8\delta^2)$ also gives $303.0$.

At $\delta=0$ the cutoff is absent and the integral is infinite. The flat state then has no limit at $M$: it depends on the direction of approach.

\section*{Part (d)}

\emph{Question.} Evaluate $I(\delta)$ in closed form, using
\begin{equation}
K=\int_0^{\pi/2}\frac{d\theta}{\Delta},\qquad E=\int_0^{\pi/2}\Delta\,d\theta,\qquad \Delta=\sqrt{1-\kappa^2\sin^2\theta},\qquad \kappa=\frac{1-\delta^2}{1+\delta^2}.
\end{equation}

\emph{Answer.} The half-angle formula gives $X=\frac S2(1+\kappa\cos k_x)$, and similarly for $Y$. Set $k_x=\alpha+\beta$, $k_y=\alpha-\beta$. Then
\begin{equation}
X+Y=S(1+\kappa\cos\alpha\cos\beta),\qquad X-Y=-S\kappa\sin\alpha\sin\beta .
\end{equation}
The square $0\le\alpha,\beta\le2\pi$ covers the zone twice and the Jacobian is 2, so $\int_{BZ}d^2k=\int_0^{2\pi}\!\int_0^{2\pi}d\alpha\,d\beta$ for periodic integrands.

\emph{First term.} For $|z|<1$, the substitution $t=\tan(\alpha/2)$ gives
\begin{equation}
\int_0^{2\pi}\frac{d\alpha}{1+z\cos\alpha}=\int_{-\infty}^{\infty}\frac{2\,dt}{(1+z)+(1-z)t^2}=\frac{2\pi}{\sqrt{1-z^2}} .
\label{basic}
\end{equation}
With $z=\kappa\cos\beta$, and four equal quarter periods in $\beta$,
\begin{equation}
\int_{BZ}\frac{d^2k}{X+Y}=\frac{2\pi}{S}\int_0^{2\pi}\frac{d\beta}{\sqrt{1-\kappa^2\cos^2\beta}}=\frac{8\pi K}{S}.
\label{J1}
\end{equation}
Multiplication by $S/4$ gives $2\pi K$.

\emph{Second term.} From $4XY=(X+Y)^2-(X-Y)^2$,
\begin{equation}
\int_{BZ}\frac{XY}{2(X+Y)^2}d^2k=\frac{4\pi^2-R}{8},\quad
R=\int\!\!\int\frac{\kappa^2\sin^2\alpha\sin^2\beta}{(1+\kappa\cos\alpha\cos\beta)^2}\,d\alpha\,d\beta .
\end{equation}
Since $\partial_\alpha(1+z\cos\alpha)^{-1}=z\sin\alpha/(1+z\cos\alpha)^2$, integration by parts and then \eqref{basic} give
\begin{align}
\int_0^{2\pi}\frac{\sin^2\alpha\,d\alpha}{(1+z\cos\alpha)^2}
&=-\frac1z\int_0^{2\pi}\frac{\cos\alpha\,d\alpha}{1+z\cos\alpha}
=-\frac1{z^2}\int_0^{2\pi}\left[1-\frac1{1+z\cos\alpha}\right]d\alpha\nonumber\\
&=\frac{2\pi}{z^2}\left[\frac1{\sqrt{1-z^2}}-1\right].
\end{align}
Because $\kappa^2\sin^2\beta/z^2=\tan^2\beta$,
\begin{equation}
R=2\pi\int_0^{2\pi}(\sec^2\beta-1)(f-1)\,d\beta,\qquad f=(1-\kappa^2\cos^2\beta)^{-1/2}.
\end{equation}
The part with $-1$ gives $2\pi-4K$. In the part with $\sec^2\beta$, integrate by parts between the zeros of $\cos\beta$. The boundary terms $\tan\beta\,(f-1)$ vanish, since $f-1$ is of order $\cos^2\beta$ there. With $f'=-\kappa^2\sin\beta\cos\beta\,f^3$, and $\kappa'^2=1-\kappa^2$,
\begin{equation}
\int_0^{2\pi}\sec^2\beta\,(f-1)\,d\beta=\int_0^{2\pi}\kappa^2\sin^2\beta\,f^3d\beta
=4\int_0^{\pi/2}\frac{\Delta^2-\kappa'^2}{\Delta^3}d\theta .
\end{equation}
The last form uses $\beta=\pi/2-\theta$ and $\kappa^2\cos^2\theta=\Delta^2-\kappa'^2$. To find the integral of $\Delta^{-3}$, differentiate
\begin{equation}
\frac{d}{d\theta}\frac{\sin\theta\cos\theta}{\Delta}
=\frac{\cos^2\theta-\sin^2\theta}{\Delta}+\frac{\kappa^2\sin^2\theta\cos^2\theta}{\Delta^3}
=\frac1{\kappa^2}\left(\Delta-\frac{\kappa'^2}{\Delta^3}\right),
\end{equation}
where the last step inserts $\kappa^2\sin^2\theta=1-\Delta^2$ and $\kappa^2\cos^2\theta=\Delta^2-\kappa'^2$. The left side integrates to zero over $[0,\pi/2]$, so
\begin{equation}
\int_0^{\pi/2}\Delta^{-3}d\theta=E/\kappa'^2 .
\label{delta3}
\end{equation}
Thus $R=2\pi(4K-4E+2\pi-4K)=4\pi^2-8\pi E$, and the second term of the trace contributes $-\pi E$. (At $\kappa=0$, where some steps divide by zero, the result follows by continuity.) The integral is
\begin{equation}
I(\delta)=\pi\,(2K-E).
\label{exact}
\end{equation}

\section*{Part (e)}

\emph{Question.} Find the constant that accompanies the logarithm, and judge the resulting law at $\delta=0.01$ and at larger $\delta$.

\emph{Answer.} Here $\kappa'=2|\delta|/S$. Replacing $\theta$ by $\pi/2-\theta$ in $K$, and splitting the numerator as $1=\cos\theta+(1-\cos\theta)$,
\begin{equation}
K=\int_0^{\pi/2}\frac{\cos\theta+(1-\cos\theta)}{\sqrt{\sin^2\theta+\kappa'^2\cos^2\theta}}\,d\theta .
\end{equation}
With $s=\sin\theta$, the first piece is $\int_0^1ds/\sqrt{\kappa'^2+\kappa^2s^2}=\kappa^{-1}\mathrm{arsinh}(\kappa/\kappa')$, which approaches $\ln(2/\kappa')$. The second has a finite limit, $\int_0^{\pi/2}\tan(\theta/2)\,d\theta=\ln2$. So $K=\ln(4/\kappa')+o(1)=\ln(2/|\delta|)+o(1)$, while $E\to\int_0^{\pi/2}\cos\theta\,d\theta=1$. Hence
\begin{equation}
I(\delta)=2\pi\ln\frac{2}{|\delta|}-\pi+o(1).
\label{law}
\end{equation}

At $\delta=0.01$, $K=5.29885$ and $E=1.00096$, so $I=\pi(10.59769-1.00096)=30.149$. Direct integration of the metric from the diagonalized Hamiltonian gives the same value, and \eqref{law} gives $30.1487$. At $\delta=0.1$ the law is low by $0.2\%$ of $I$, and at $\delta=0.5$ by $15\%$. The difference divided by $\delta^2$ is $3.149$ at $\delta=0.02$, which suggests a next term $\pi\delta^2$; that term has not been derived here.

\section*{Part (f)}

\emph{Question.} What does $I$ say about Wannier functions of the flat band? Find the integrated tensor and interpret the case $\delta=1$.

\emph{Answer.} The state $e^{i(k_x+k_y)/2}u$ gives Bloch functions $|\psi_{\mathbf k}\rangle$ that are smooth and periodic in $\mathbf k$ when $\delta\ne0$, so localized Wannier functions exist. For any such choice of phase, let $|w\rangle=\int|\psi_{\mathbf k}\rangle\,d^2k/(4\pi^2)$, with Bloch functions normalized per cell. Treat the position operator as diagonal in the orbitals. Integration by parts in $\mathbf k$ turns $r_i$ into $i\partial_i$ acting on $u$. If $P$ projects on the flat band, then
\begin{equation}
\langle r^2\rangle-\langle\mathbf r\rangle^2\;\ge\;\sum_i\|(1-P)r_i w\|^2=\frac{I}{4\pi^2}.
\end{equation}
The inequality holds because the variance is $\sum_i\|(1-|w\rangle\langle w|)r_iw\|^2$, and $1-P$ removes at least as much as $1-|w\rangle\langle w|$. At $\delta=0.01$ the lower bound is $0.764$ squared lattice constants. It grows without limit, but slowly, as the gap closes.

For the tensor, the sine product in \eqref{gxy} is odd in $k_x$ and integrates to zero. For the other part, differentiating $\int_0^{2\pi}d\alpha/(c+z\cos\alpha)=2\pi(c^2-z^2)^{-1/2}$ with respect to $c$ at $c=1$ gives $\int_0^{2\pi}d\alpha/(1+z\cos\alpha)^2=2\pi(1-z^2)^{-3/2}$. With \eqref{delta3},
\begin{equation}
\int_{BZ}\frac{d^2k}{(X+Y)^2}=\frac{8\pi E}{S^2\kappa'^2}=\frac{2\pi E}{\delta^2},\qquad
\int_{BZ}g_{xy}\,d^2k=-\frac{\pi E}{2}.
\end{equation}
By exchange of $x$ and $y$, each diagonal element integrates to $I/2=\pi(K-E/2)$. The principal values are $\pi(K-E)$ along $(1,1)$ and $\pi K$ along $(1,-1)$. Both diverge logarithmically, while their difference $\pi E$ tends to $\pi$. At $\delta=0.01$ they are $13.50$ and $16.65$.

At $\delta=1$ the lattice falls apart into three-site clusters and $\kappa=0$, $K=E=\pi/2$. Then $I=\pi^2/2=4.935$, and the bound is $1/8$. The flat state of a cluster is $(|B\rangle-|C\rangle)/\sqrt2$. Its two sites are $1/\sqrt2$ apart along $(1,-1)$, which gives the variance $(1/(2\sqrt2))^2=1/8$. This Wannier function therefore attains the bound. The two sites have equal projections on $(1,1)$, so its spread in that direction is zero. The argument for the bound applies equally to the single coordinate $\hat{\mathbf n}\cdot\mathbf r$ along any unit vector $\hat{\mathbf n}$, and gives a variance of at least $\sum_{ij}\hat n_i\hat n_j\int g_{ij}\,d^2k/(4\pi^2)$. Zero spread along $(1,1)$ thus forces the principal value $\pi(K-E)$ to vanish, as it does at $\kappa=0$.

\section*{Part (g)}

\emph{Question.} Suppose all orbitals are assigned to the cell origin in the Bloch phases. Which part of the small-$\delta$ law survives?

\emph{Answer.} The element $a$ becomes $\tilde a=e^{-ik_x/2}a=(1+\delta)+(1-\delta)e^{-ik_x}$, and $b$ changes likewise. The moduli $|a|$, $|b|$ and the bands are unchanged, but $|\tilde a'|^2=|\tilde b'|^2=(1-\delta)^2$. Equation \eqref{D} still applies and gives $\mathrm{tr}\,\tilde g=(1-\delta)^2/N$. With \eqref{J1},
\begin{equation}
\tilde I=\frac{(1-\delta)^2}{4}\,\frac{8\pi K}{S}=2\pi K\,\frac{(1-\delta)^2}{1+\delta^2}
=2\pi\ln\frac2{|\delta|}+o(1).
\end{equation}
The coefficient $2\pi$ survives and the constant $-\pi$ does not. The difference $\tilde I-I$ is $3.129$ at $\delta=0.0001$, close to its limit $\pi$. The approach is slow, because expanding $(1-\delta)^2$ leaves a correction $-4\pi\delta K$, of order $\delta\ln(1/|\delta|)$. The spread bound of part (f) requires the true positions, and so it requires $I$. The values quoted in all parts are in the numerical output or follow by arithmetic from it or from the formulas above.

\section*{Table of computed values}
\begin{verbatim}
Units: lattice constant = 1, mean hopping = 1; I is dimensionless
delta    gap        I(numeric)   I(elliptic)  I(log law)
1        2.828427     4.934802     4.934802     1.213580
0.5      1.414214     6.545270     6.545270     5.568752
0.2      0.565685    11.463680    11.463680    11.325976
0.1      0.282843    15.713655    15.713655    15.681148
0.05     0.141421    20.044263    20.044263    20.036321
0.02     0.056569    25.794805    25.794805    25.793545
0.01     0.028284    30.149032    30.149032    30.148717
0.001    0.002828    44.616289    44.616289    44.616286
0.0001   0.000283    59.083855    59.083855    59.083855
(I - log law)/delta^2 at delta=0.02: 3.1490; pi = 3.1416
Growth of I, delta 0.001 -> 0.0001: 14.467566
2 pi ln 10: 14.467569
delta=0.01: inside |q|<1 22.40665, outside 7.74238
delta=0.001: inside |q|<1 36.87173, outside 7.74456
delta=0.01, q=0.00: tr g = 1250.0000, 1/(q^2+8 delta^2) = 1250.0000 (lattice const.^2)
delta=0.01, q=0.02: tr g = 833.3246, 1/(q^2+8 delta^2) = 833.3333 (lattice const.^2)
delta=0.01, q=0.05: tr g = 302.9852, 1/(q^2+8 delta^2) = 303.0303 (lattice const.^2)
delta=0.01: kappa = 0.99980002
delta=0.01: K = 5.298847, E = 1.000960
delta=0.01: int g_xx = 15.074516, int g_xy = -1.572304
delta=0.01: principal values 13.502212, 16.646819
delta=0.01: invariant spread I/(4 pi^2) = 0.763684 (lattice const.^2)
delta=0.1: I with orbitals at cell origin = 15.246738
delta=0.01: I with orbitals at cell origin = 32.627833
delta=0.001: I with orbitals at cell origin = 47.662411
delta=0.0001: I with orbitals at cell origin = 62.213003
Offset between conventions at delta=0.0001: 3.12915
\end{verbatim}
